# How Nonuniform Target Current Broadens the Reactive Sputtering Mode Transition

## Definitions and conventions

A metal target of area \(A_t\) is sputtered at fixed total current \(I\) in argon with some oxygen. The mean current density is \(\bar J=I/A_t\), and the current is taken to be carried by ions alone. Divide the target into zones with area shares \(a_i\) and current densities \(j_i\bar J\), so that

\[
\sum_i a_i=1,\qquad \sum_i a_i j_i=1 .
\]

The current share of a zone is \(w_i=a_i j_i\). Its compound coverage is \(\theta_i\), the fraction of its surface that is oxidised. An ion removes \(Y_m\) metal atoms from bare metal. From compound it removes \(Y_c\) metal atoms, each accompanied by one oxygen atom.

Oxygen at partial pressure \(p\) and temperature \(T\) strikes every surface with molecular flux \(F=fp\), where \(f=1/\sqrt{2\pi mkT}\) and \(m\) is the molecular mass. A molecule sticks to bare metal with probability \(\alpha\) and does not stick to compound. The pressure is uniform and the current profile does not change with coverage.

The metallic fraction of the ion current is \(M=\sum_i w_i(1-\theta_i)\). The transition is the fall of \(M\) from 1 to 0 as \(p\) rises. Its width is measured on the scale of \(\ln p\).

## First contribution: the order in which zones are covered

In steady state each zone gains as much oxygen as it loses:

\[
2\alpha F(1-\theta_i)=\frac{j_i\bar J}{q}Y_c\theta_i .
\]

The factor 2 counts atoms per molecule, and \(q\) is the elementary charge. Define \(p_0\) by \(2\alpha f p_0=\bar J Y_c/q\), and set \(x=p/p_0\). Division by \(\bar JY_c/q\) gives

\[
x(1-\theta_i)=j_i\theta_i
\quad\Rightarrow\quad
\theta_i=\frac{x}{x+j_i}.
\]

A zone is half covered at \(p=j_ip_0\). Gas arrives equally everywhere, but compound is removed in proportion to the local current, so weakly eroded zones are covered at lower pressure.

The example is a nickel target of radius 38 mm carrying 0.5 A. Its current profile is a Gaussian ring of radius 20 mm and standard deviation 6 mm, on a floor of 0.05 of the Gaussian peak. With \(Y_m=1.5\), \(Y_c=0.3\) and \(\alpha=0.3\), \(p_0=0.0959\) mTorr. Divided into 60 rings, the weakest zone has \(j=0.117\) (the continuous profile gives 0.116 at the centre) and the track reaches \(j=2.26\). Their half-coverage pressures are \(0.117\,p_0=0.011\) mTorr and \(2.26\,p_0=0.216\) mTorr.

Covered area must not be confused with lost metal emission. Let \(\Theta=\sum_i a_i\theta_i\) be the covered area share. Since \(j^2/(x+j)=j-x+x^2/(x+j)\),

\[
M=\sum_i\frac{a_i j_i^2}{x+j_i}=1-x+x\Theta .
\]

The function \(x/(x+j)\) is convex in \(j\). At equal pressure, Jensen's inequality therefore makes \(\Theta\) at least as large as on an even target of the same area, and the identity then does the same for \(M\). The racetrack target has more compound on it and still emits more metal, because the compound sits where little current flows. At \(x=1\) the identity gives \(M=\Theta\). Both are 0.575 here, against 0.5 for the even target.

## Second contribution: shift and spread in pressure

Write \(u=\ln x\) and \(s_i=\ln j_i\). Then

\[
M=\sum_i\frac{w_i}{1+e^{u-s_i}},\qquad
-\frac{dM}{du}=\sum_i w_i\,\ell(u-s_i),\qquad
\ell(v)=\frac{e^v}{(1+e^v)^2}.
\]

The function \(\ell\) is even and has unit area. For \(v>0\) it expands as \(\sum_{n\ge1}(-1)^{n+1}n e^{-nv}\), so its variance is

\[
2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}
=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\]

The mean of \(u\) over the transition is \(\bar s=\sum_i w_is_i\). For the variance, put \(u-\bar s=v+(s_i-\bar s)\) in each term. The cross term vanishes because \(\ell\) is even, leaving

\[
\operatorname{Var}(\ln p)=\frac{\pi^2}{3}+\sigma^2,\qquad
\sigma^2=\sum_i w_i(s_i-\bar s)^2 .
\]

**The shift.** Because \(y\ln y\) is convex, \(\bar s=\sum_i a_i j_i\ln j_i\ge 0\). Concentrating the current moves the transition to higher pressure. Here \(\bar s=0.297\), a factor \(e^{0.297}=1.35\).

**The spread.** Here \(\sigma^2=0.419\), and the variance rises from 3.290 to 3.709. The standard deviation grows by 6%, and the largest slope \(-dM/d\ln p\) falls from 0.250 to 0.231. This intrinsic broadening is modest because a single zone already has a wide transition.

If all the current falls evenly on part of the target and none on the rest, \(\sigma^2=0\): the transition shifts but does not broaden. Unequal densities among current-carrying zones are needed. A fair reference is therefore a matched even target, with the same current spread evenly over an area \(e^{-\bar s}A_t=0.743A_t\). It has the same mean \(\ln p\) and no spread.

The cause can be isolated by letting oxygen arrive as implanted ions. Suppose oxygen ions form a share \(p/p_{\rm Ar}\) of the ion flux, where \(p_{\rm Ar}\) is the argon pressure, and that both their atoms bind if they land on bare metal. The balance becomes

\[
x(1+\kappa j)(1-\theta)=j\theta,\qquad
\kappa=\frac{\bar J}{q\alpha f p_{\rm Ar}},
\]

with half coverage at \(x=j/(1+\kappa j)\). For \(\kappa j\gg1\) this tends to \(1/\kappa\) in every zone, since supply and removal then both follow the current. With \(\kappa\) set to 100, the computed excess variance is zero within 0.001. The broadening thus requires an oxygen supply that does not follow the local current.

## Third contribution: feedback through the gas flow

Suppose now that the operator sets the oxygen flow \(Q\), not the pressure. Let the sputtered atoms land evenly on a collector of area \(A_c\) and coverage \(\theta_c\). The arriving compound and metal fluxes, in metal atoms per second, and the rate of oxygen atoms that would stick to a wholly bare collector are

\[
C=\frac Iq Y_c(1-M),\qquad N=\frac Iq Y_mM,\qquad g=2\alpha F A_c .
\]

Compound landing on bare metal and gas sticking there extend the coverage; metal landing on compound reduces it:

\[
(C+g)(1-\theta_c)=N\theta_c .
\]

Summed over zones, the target balance says that the target absorbs \(C/2\) molecules per second. The total uptake is

\[
G=\tfrac12\left[C+g(1-\theta_c)\right]=\tfrac12(C+N)\theta_c ,
\]

where the collector balance was used to replace \(g(1-\theta_c)\) by \(N\theta_c-C(1-\theta_c)\). With pumping speed \(S\), the gas balance is

\[
Q=\frac{Sp}{kT}+G(p),\qquad
\frac{dM}{dQ}=\frac{dM/dp}{S/kT+dG/dp}.
\]

At low pressure \(G\) rises with \(p\) as the collector fills. Once the collector is mostly covered, further coverage of the target mainly reduces the metal it emits, since \(Y_c<Y_m\), and the uptake \(G\) falls. The two terms in the denominator then have opposite signs, and a small remainder makes the transition sharp in flow. If surfaces follow the pressure quickly, a small pressure excess grows when \(dQ/dp<0\). Hysteresis is absent if \(S\) exceeds

\[
S_c=kT\max_p\left(-\frac{dG}{dp}\right).
\]

To see how spread enters, take a nearly saturated collector, \(\theta_c\approx1\). Then \(G\approx(I/2q)[Y_c+(Y_m-Y_c)M]\), and its fall is proportional to \(-dM/du\). For small spread, a Taylor expansion about \(\bar s\) gives, with \(v=u-\bar s\),

\[
-\frac{dM}{du}\approx\ell+\frac{\sigma^2}{2}\ell'',\qquad
\ell''=\ell(1-6\ell).
\]

To this order, spread lowers the slope where \(\ell>1/6\). With \(y=e^v\), this means \(y^2-4y+1<0\), or \(0.27<y<3.73\). In the tails it raises the slope. The racetrack's \(\ln j\) is skewed towards low values, which moves both limits to lower \(y\); with all orders kept they are 0.17 and 2.97, against 0.23 and 4.39 for a symmetrised distribution of the same variance. The racetrack uptake falls most steeply near 0.077 mTorr, while the transition centre is at \(1.35\,p_0=0.129\) mTorr. The ratio 0.60 lies inside the favourable range. At \(y=0.60\), where \(\ell=0.234\), the estimated relative reduction is \((\sigma^2/2)(6\ell-1)\), about 8.5%; the exact reduction of \(-dM/du\) there is 8.8%.

This benefit depends on the size of the collector. A very large collector is saturated even at low pressure, and the steepest fall of \(G\) with \(p\) then moves towards \(x=0\). There \(-dM/dx=\sum_i w_i/j_i=1\) for the racetrack, against \(e^{-\bar s}=0.743\) for the matched target, so spread raises \(S_c\) instead of lowering it. With the other parameters of this example, the reduction of \(S_c\) is 11 to 12% for collectors of 0.05 to 0.3 m², 8% at 0.8 m² and 5% at 2 m², and it changes sign between 4 and 8 m². It also shrinks for small collectors, to 5% at 0.005 m².

## Weighing the contributions

For a collector of 3000 cm² at 300 K, with current and yields held fixed, the critical pumping speeds are:

- even target of full area: 140.6 L/s;
- matched even target, which adds the shift: 119.5 L/s;
- racetrack target, which adds the spread: 106.4 L/s.

In this order of comparison the shift removes 21 L/s and the spread 13 L/s. The spread lowers \(S_c\) by 11% relative to the matched target. The small-spread estimate, which also takes the collector as saturated, gave 8.5%. Most of the remainder arises because the collector is only about 94% covered at the steepest point, so \(G\) does not simply follow \(M\).

Feedback magnifies that 11%. At 125.5 L/s, which is 5% above the critical speed of the matched target and 18% above that of the racetrack, the smallest net slope \(kT\,dQ/dp\) is \(125.5-119.5=6.0\) L/s for the matched target and \(125.5-106.4=19.1\) L/s for the racetrack. Over a finite part of the transition, taking \(M\) from 0.7 to 0.5 needs a flow change of 0.076 sccm on the matched target and 0.156 sccm on the racetrack. At this pumping speed, this part of the transition is about twice as broad in flow, although the standard deviation of the whole transition in \(\ln p\) is only 6% larger.

At 113 L/s, between the two critical speeds, the difference is qualitative. The rate equations were integrated in time from a bare and from a fully covered start. At 4.087 sccm the matched target settles at 0.052 mTorr from the first and 0.115 mTorr from the second. The racetrack target, at 4.074 sccm, reaches 0.078 mTorr from both. There its weakest zone is 87% covered and its track 26%, which shows the order of coverage within one steady state. The hysteresis removed is small, however: the matched target's window is 0.011 sccm wide, about 0.3% of the flow.

At 60 L/s both targets jump. The hysteresis width is 0.40 sccm for the matched target and 0.29 sccm for the racetrack. Nonuniform current narrows the hysteresis here but does not replace adequate pumping.

## Nickel targets and the neglected effects

The parameters are rough values for nickel sputtered in argon and oxygen to form NiO. The compound yield, the sticking probability and the current floor are the least certain, and the results are model values, not measurements. The 11% reduction of \(S_c\) stays between 10.5% and 11.5% for \(Y_c\) of 0.15 or 0.6, for \(\alpha=0.1\) and for a floor of 0.01, but falls to 7.6% for a floor of 0.2. Three omitted effects can be sized at 4 mTorr of argon.

**Implantation.** Here \(\kappa=0.16\). Restoring this supply lowers the excess variance from 0.42 to 0.32, and the reduction of \(S_c\) by spread from 11% to 9%.

**Redeposition.** Suppose a fraction \(r=0.05\) of the sputtered atoms returns evenly to the target. Returning metal buries compound and returning compound covers metal:

\[
[x+r(1-M)](1-\theta)=\left[j+r\frac{Y_m}{Y_c}M\right]\theta .
\]

On a mostly metallic target, burial matches sputtering at \(j=0.05\times1.5/0.3=0.25\). The weakest zone, at 0.117, lies below this and stays metallic to higher pressure than the simple model says. The excess variance falls to 0.30 and the reduction of \(S_c\) to 7%. This estimate ignores the 5% loss of flux to the collector. It also keeps \(C/2\) for the gas uptake of the target, which the returning atoms would alter. Restoring both lowers the reduction to 6%. With implantation and redeposition acting together, the excess variance is 0.22 and the reduction of \(S_c\) is 5%, less than half the value of the simple model.

**Oxygen depletion.** Equating the uptake \(\alpha(1-\theta)n\bar v/4\) to a diffusive supply \((\lambda\bar v/3)\Delta n/L\) gives

\[
\frac{\Delta n}{n}=\frac{3\alpha(1-\theta)L}{4\lambda},
\]

where \(n\) is the oxygen density, \(\bar v\) the mean molecular speed and \(\lambda\) the mean free path. With \(L=6\) mm, \(\lambda=13.5\) mm and the track coverage \(\theta=0.26\) found above, this is a drop of about 7% across the track. Since \(L<\lambda\), diffusion gives only the order of magnitude. Such a difference in local \(\ln p\) between zones is small beside the spread \(\sigma=0.65\). Uptake by the whole target lowers the oxygen pressure at its surface further. The part of this depletion that is common to all zones shifts the transition without broadening it; its size is not estimated here.

A real discharge also breaks the assumption of a fixed current profile: oxidation changes electron emission, and with it the voltage and possibly the distribution of current. Nickel is ferromagnetic, so the target itself alters the magnetic field that shapes the racetrack. The size of these effects is not determined here. A measured current or erosion profile would be needed before using the critical speeds to design a particular source.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Ni target in Ar/O2, rough typical parameters
target radius: 38 mm
racetrack radius: 20 mm
racetrack Gaussian sigma: 6 mm
current floor / Gaussian peak: 0.05
total current: 0.5 A
mean current density: 11.02 mA/cm2
metal yield: 1.5 atoms/ion
compound yield: 0.3 metal atoms/ion
O2 sticking probability: 0.3
collector area: 3000 cm2
gas temperature: 300 K
argon pressure: 4 mTorr
p0, half coverage at mean current: 0.09594 mTorr
smallest j: 0.1173
largest j: 2.255
half-coverage pressure, weakest zone: 0.01125 mTorr
half-coverage pressure, track: 0.2164 mTorr
mean shift of ln p: 0.2973
area factor of matched even target: 0.7428
variance of ln j, current weighted: 0.4189
variance of ln p, even target: 3.29
variance of ln p, racetrack (numerical): 3.709
standard deviation ratio, racetrack/even: 1.062
largest log slope, even: 0.25
largest log slope, racetrack: 0.2308
covered area share at p0, racetrack: 0.5746
metallic emission fraction at p0, racetrack: 0.5746
excess variance, ion-supplied oxygen: -0.0001828
critical speed, even full-area target: 140.6 L/s
critical speed, matched even target: 119.5 L/s
critical speed, racetrack: 106.4 L/s
critical-speed reduction by broadening: 10.97 %
weak pumping speed: 59.76 L/s
hysteresis there, matched even: 0.3952 sccm
hysteresis there, racetrack: 0.2928 sccm
middle pumping speed: 113 L/s
hysteresis there, matched even: 0.01123 sccm
bistable test flow, matched even: 4.0869 sccm
pressure from bare start: 0.05174 mTorr
pressure from covered start: 0.1154 mTorr
test flow, racetrack: 4.0739 sccm
pressure from bare start, racetrack: 0.07777 mTorr
pressure from covered start, racetrack: 0.07777 mTorr
coverage there, weakest zone: 0.8736
coverage there, track: 0.2644
strong pumping speed: 125.5 L/s
flow for M 0.7 to 0.5, matched even: 0.07572 sccm
flow for M 0.7 to 0.5, racetrack: 0.1559 sccm
implantation/chemisorption at j=1: 0.1599
excess variance with implantation: 0.3204
speed reduction with implantation: 8.907 %
assumed returning fraction: 0.05
j where burial equals sputtering (M=1): 0.25
excess variance with redeposition: 0.2991
speed reduction with redeposition: 7.097 %
gas mean free path: 13.49 mm
estimated O2 depletion over track: 7.362 %
```
